# Depletion and potential barrier beside a positively charged oxide grain boundary: test program

```python
"""Depletion beside a positively charged oxide grain boundary.

Result under test: with fixed uniform acceptors (density N, charge -e) and
mobile vacancies (charge +2e, bulk density N/2), a core charge e*sigma per area
gives the barrier phi0 = (kT/2e) * u0,
    u0 = 1 + s + W0(-exp(-1-s)),   s = e^2 sigma^2 / (4 eps kT N).
Here u = 2 e phi / kT, L = sqrt(eps kT / (2 e^2 N)) is the screening length,
and w = sigma / (2 N) is the depletion width on each side.
For strong depletion u = 1 + (w-x)^2/(2 L^2) inside the depleted zone.
Lengths are in nm, potentials in V, densities in nm^-3 unless stated.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import lambertw


def barrier_formula(s):
    return 1 + s + lambertw(-np.exp(-1 - s), 0).real


def first_integral(v):
    """v + exp(-v) - 1, by series at small v to avoid cancellation."""
    if v < 1e-2:
        return v**2/2 - v**3/6 + v**4/24 - v**5/120 + v**6/720
    return v + np.expm1(-v)


def solve_poisson(x, curvature, slope0, guess):
    """Damped Newton solution of phi'' = F(phi), phi'(0)=slope0, phi(end)=0.

    curvature(phi) returns F and dF/dphi on the grid.
    """
    h = x[1] - x[0]
    phi = guess.copy()
    phi[-1] = 0.0
    for _ in range(500):
        f, df = curvature(phi)
        res = np.empty(len(x) - 1)
        res[1:] = (phi[:-2] - 2*phi[1:-1] + phi[2:])/h**2 - f[1:-1]
        res[0] = 2*(phi[1] - phi[0])/h**2 - 2*slope0/h - f[0]
        band = np.zeros((3, len(res)))
        band[0, 1:] = 1/h**2
        band[0, 1] = 2/h**2
        band[1] = -2/h**2 - df[:-1]
        band[2, :-1] = 1/h**2
        step = solve_banded((1, 1), band, -res)
        size = np.max(np.abs(step))
        phi[:-1] += step*min(1.0, 0.1/size) if size > 0 else 0.0
        if size < 1e-8:
            return phi
    raise RuntimeError("Poisson solver did not converge")


# ---- Test: vacancy drift and diffusion relax to the predicted equilibrium ----
s_dyn, h_dyn, cells = 8.0, 0.05, 280       # lengths in units of L
wall_slope = -np.sqrt(2*s_dyn)


def face_slopes(n):
    return wall_slope + h_dyn*np.concatenate(([0.0], np.cumsum(1 - n)))


def vacancy_rate(_, n):
    slope = face_slopes(n)[1:-1]
    flux = -((n[1:] - n[:-1])/h_dyn + 0.5*(n[1:] + n[:-1])*slope)
    return -np.diff(np.concatenate(([0.0], flux, [0.0])))/h_dyn


start = np.full(cells, 1 + wall_slope/(cells*h_dyn))
run = solve_ivp(vacancy_rate, (0, 200), start, method="BDF",
                rtol=1e-6, atol=1e-10)
assert run.success
n_end = run.y[:, -1]
slopes_end = face_slopes(n_end)
u_dyn = -trapezoid(slopes_end, dx=h_dyn)
drops = -slopes_end[1:-1]*h_dyn
u_cells = np.concatenate((np.cumsum(drops[::-1])[::-1], [0.0]))
boltzmann_error = np.max(np.abs(np.log(n_end/n_end[-1]) + u_cells))
# second-order grid error of the central flux is about 0.013 here
assert boltzmann_error < 0.03
assert abs(u_dyn - barrier_formula(s_dyn)) < 0.02

# ---- Worked example: rough values for lightly doped strontium titanate ----
T, eps_r, N, sigma = 600.0, 140.0, 0.01, 0.55
kT = const.k*T/const.e                       # eV, also kT/e in V
coul = const.e/const.epsilon_0*1e9           # e/eps0 in V nm
g = coul/eps_r
L = np.sqrt(kT/(2*g*N))
w = sigma/(2*N)
s = g*sigma**2/(4*kT*N)
u0 = barrier_formula(s)
phi0 = kT*u0/2
phi_abrupt = g*sigma**2/(8*N)
field0 = g*sigma/2                           # V/nm
x = np.linspace(0, 100, 5001)


def uniform_acceptors(phi):
    boltz = np.exp(-2*phi/kT)
    return g*N*(1 - boltz), g*N*2/kT*boltz


def parabola(charge):
    width = charge/(2*N)
    return g*N/2*np.clip(width - x, 0, None)**2


# ---- Test: barrier against direct solution, from weak to strong charge ----
worst_barrier = 0.0
for charge in (0.01, 0.05, 0.1, 0.2, 0.35, sigma):
    phi = solve_poisson(x, uniform_acceptors, -g*charge/2, parabola(charge))
    predicted = kT/2*barrier_formula(g*charge**2/(4*kT*N))
    worst_barrier = max(worst_barrier, abs(phi[0]/predicted - 1))
    if charge == 0.01:
        weak_ratio = phi[0]/(g*charge*L/2)
assert worst_barrier < 1e-3
assert abs(weak_ratio - 1) < 0.03            # next order is about 2 percent
u = 2*phi/kT                                 # profile for the example charge

# ---- Test: implicit profile, lifted parabola, tail, and vacancy count ----
for position in (7.0, 14.0, 21.0, w, 35.0):
    u_here = np.interp(position, x, u)
    x_quad = L*quad(lambda v: 1/np.sqrt(2*first_integral(v)),
                    u_here, u0, limit=200)[0]
    assert abs(x_quad - position) < 0.01
lifted = 1 + (w - x)**2/(2*L**2)
deep = (x < w) & (u > 3)
assert np.all(np.abs(u - lifted)[deep] < np.exp(-u[deep]) + 3e-4)
inner = quad(lambda v: 1/np.sqrt(2*first_integral(v)) - 1/v, 1e-8, 1)[0]
outer = quad(lambda t: t/np.sqrt(t*t + 2*np.exp(-1 - t*t/2)) - 1,
             0, 12, limit=200)[0]
tail_A = np.exp(inner + outer)
tail_direct = np.interp(w + 5*L, x, u)*np.exp(5)
assert abs(tail_direct/tail_A - 1) < 0.01
expelled = trapezoid(N/2*(1 - np.exp(-u)), x)
assert abs(expelled/(sigma/4) - 1) < 2e-3

# ---- Neglected: acceptors redistributed at sintering, then frozen in ----
T_sinter, eps_sinter = 1600.0, 50.0          # rough
kTs, gs = const.k*T_sinter/const.e, coul/eps_sinter


def mobile_acceptors(phi):
    up, down = np.exp(phi/kTs), np.exp(-2*phi/kTs)
    return gs*N*(up - down), gs*N/kTs*(up + 2*down)


phi_s = solve_poisson(x, mobile_acceptors, -gs*sigma/2, 0.3*np.exp(-x/5))
f0 = phi_s[0]/kTs
load = gs*sigma**2/(8*kTs*N)
assert abs((np.exp(f0) - 1.5 + np.exp(-2*f0)/2)/load - 1) < 5e-3
enrichment = np.exp(phi_s/kTs)


def frozen_acceptors(phi):
    boltz = np.exp(-2*phi/kT)
    return g*N*(enrichment - boltz), g*N*2/kT*boltz


phi_frozen = solve_poisson(x, frozen_acceptors, -g*sigma/2,
                           phi_s*eps_sinter/eps_r)
assert 0 < phi_frozen[0] < phi0

# ---- Neglected: binding of one vacancy next to an acceptor ----
binding, lattice = 0.3, 0.39                 # eV, nm, rough
kappa = 6*np.exp(binding/kT)/(3/lattice**3)
c_free = brentq(lambda c: 2*c + 2*N*kappa*c/(1 + kappa*c) - N, 0, N)
paired = kappa*c_free/(1 + kappa*c_free)


def pairing(phi):
    c = c_free*np.exp(-2*phi/kT)
    y = kappa*c
    return (g*N*(1 - 2*c/N - 2*y/(1 + y)),
            g*N*2/kT*(2*c/N + 2*y/(1 + y)**2))


phi_pair = solve_poisson(x, pairing, -g*sigma/2, parabola(sigma))
u_pair = s + 2*c_free/N + 2*np.log(1 + kappa*c_free)
assert abs(2*phi_pair[0]/kT - u_pair) < 1e-3

# ---- Neglected: further estimates from rough material inputs ----
beta = 7e9                                   # V m^5 / C^3 in E = D/eps + beta D^3
D0 = const.e*sigma*1e18/2                    # C/m^2
shift_beta = quad(lambda z: beta*(D0*(1 - z))**3*w*1e-9, 0, 1)[0]
core = 1.0                                   # nm, charged core thickness
shift_core = quad(lambda z: field0*2*z/core, 0, core/2)[0]
gap, band_density, hole_fraction = 2.9, 1e21, 0.01   # eV, cm^-3, p/N
N_cm = N*1e21
n_bulk = band_density**2*np.exp(-gap/kT)/(hole_fraction*N_cm)
n_core = n_bulk*np.exp(phi0/kT)
correlation = 4*g/(4*np.pi)/(2*L)/kT         # vacancy self-energy over kT
count = N*w**3
D_pref, E_cat = 1.0, 3.5                     # cm^2/s, eV
year, sinter_time = const.year, 10*const.hour
len_use = np.sqrt(D_pref*np.exp(-E_cat/kT)*year)*1e7
len_sinter = np.sqrt(D_pref*np.exp(-E_cat/kTs)*sinter_time)*1e7

print(f"Dynamics test s={s_dyn:.0f}: u0 relaxed {u_dyn:.4f}, "
      f"formula {barrier_formula(s_dyn):.4f}")
print(f"Largest error in ln(c) against Boltzmann: {boltzmann_error:.4f}")
print(f"Worst relative barrier error, six charges: {worst_barrier:.1e}")
print(f"Weak charge 0.01 nm^-2: barrier / linear law = {weak_ratio:.4f}")
print(f"Temperature: {T:.0f} K; kT = {kT:.5f} eV")
print(f"Relative permittivity: {eps_r:.0f}")
print(f"Acceptor density: {N_cm:.1e} cm^-3")
print(f"Core charge: {sigma:.2f} e/nm^2 = {D0*2*100:.2f} uC/cm^2")
print(f"Screening length L: {L:.3f} nm")
print(f"Depletion width w per side: {w:.2f} nm")
print(f"Dimensionless load s: {s:.3f}; u0 = {u0:.3f}")
print(f"Field at the core: {field0*10:.3f} MV/cm")
print(f"Abrupt-depletion barrier: {phi_abrupt:.4f} V")
print(f"Thermal lift kT/2e: {kT/2:.4f} V")
print(f"Full barrier phi0: {phi0:.4f} V")
print(f"Vacancy energy barrier 2e phi0: {2*phi0:.4f} eV")
print(f"Vacancy density at core / bulk: {np.exp(-u0):.2e}")
print(f"Vacancies expelled per side: {expelled:.4f} nm^-2")
print(f"Tail constant A: {tail_A:.4f}; direct {tail_direct:.4f}")
print("Profile: x (nm), phi (V), abrupt phi (V), c/c_bulk")
for position in (0.0, 7.0, 14.0, 21.0, w, 32.0, 40.0):
    value = np.interp(position, x, phi)
    abrupt = g*N/2*max(w - position, 0)**2
    print(f"  {position:5.1f}  {value:.4f}  {abrupt:.4f}  "
          f"{np.exp(-2*value/kT):.3e}")
print(f"Sintering inputs: {T_sinter:.0f} K, permittivity {eps_sinter:.0f}")
print(f"Sintering potential at core: {phi_s[0]:.3f} V")
print(f"Frozen acceptor enrichment at core: {enrichment[0]:.2f} times")
print(f"Barrier at {T:.0f} K, frozen-in acceptors: {phi_frozen[0]:.3f} V")
print(f"Pair binding {binding:.1f} eV: paired acceptors in bulk "
      f"{100*paired:.1f} %")
print(f"Barrier shift by pairing: {1000*(kT*u_pair/2 - phi0):.2f} mV")
print(f"Dielectric nonlinearity beta: {beta:.1e} V m^5/C^3")
print(f"Barrier shift by nonlinearity: {1000*shift_beta:.2f} mV")
print(f"Extra potential in {core:.0f} nm core: {1000*shift_core:.2f} mV")
print(f"Gap {gap:.1f} eV, band densities {band_density:.0e} cm^-3, "
      f"holes/N {hole_fraction:.2f}")
print(f"Electrons at core / acceptors: {n_core/N_cm:.1e}")
print(f"Vacancy correlation energy / kT: {correlation:.3f}")
print(f"Mean acceptor spacing: {N**(-1/3):.2f} nm")
print(f"Acceptors in a cube of side w: {count:.0f}; "
      f"relative scatter {100/np.sqrt(count):.1f} %")
print(f"Cation diffusion inputs: {D_pref:.0f} cm^2/s, {E_cat:.1f} eV")
print(f"Cation diffusion length, {T:.0f} K, 1 year: {len_use:.1e} nm")
print(f"Cation diffusion length, {T_sinter:.0f} K, 10 h: "
      f"{len_sinter:.1e} nm")
print("all tests passed")
```

It prints:

```
Dynamics test s=8: u0 relaxed 8.9998, formula 8.9999
Largest error in ln(c) against Boltzmann: 0.0133
Worst relative barrier error, six charges: 2.3e-06
Weak charge 0.01 nm^-2: barrier / linear law = 1.0190
Temperature: 600 K; kT = 0.05170 eV
Relative permittivity: 140
Acceptor density: 1.0e+19 cm^-3
Core charge: 0.55 e/nm^2 = 8.81 uC/cm^2
Screening length L: 4.472 nm
Depletion width w per side: 27.50 nm
Dimensionless load s: 18.905; u0 = 19.905
Field at the core: 0.355 MV/cm
Abrupt-depletion barrier: 0.4887 V
Thermal lift kT/2e: 0.0259 V
Full barrier phi0: 0.5146 V
Vacancy energy barrier 2e phi0: 1.0292 eV
Vacancy density at core / bulk: 2.27e-09
Vacancies expelled per side: 0.1375 nm^-2
Tail constant A: 0.6624; direct 0.6619
Profile: x (nm), phi (V), abrupt phi (V), c/c_bulk
    0.0  0.5146  0.4887  2.267e-09
    7.0  0.2974  0.2716  1.007e-05
   14.0  0.1436  0.1178  3.866e-03
   21.0  0.0524  0.0273  1.319e-01
   27.5  0.0155  0.0000  5.491e-01
   32.0  0.0060  0.0000  7.922e-01
   40.0  0.0010  0.0000  9.606e-01
Sintering inputs: 1600 K, permittivity 50
Sintering potential at core: 0.336 V
Frozen acceptor enrichment at core: 11.42 times
Barrier at 600 K, frozen-in acceptors: 0.121 V
Pair binding 0.3 eV: paired acceptors in bulk 12.8 %
Barrier shift by pairing: 0.46 mV
Dielectric nonlinearity beta: 7.0e+09 V m^5/C^3
Barrier shift by nonlinearity: 4.12 mV
Extra potential in 1 nm core: 8.89 mV
Gap 2.9 eV, band densities 1e+21 cm^-3, holes/N 0.01
Electrons at core / acceptors: 9.2e-15
Vacancy correlation energy / kT: 0.089
Mean acceptor spacing: 4.64 nm
Acceptors in a cube of side w: 208; relative scatter 6.9 %
Cation diffusion inputs: 1 cm^2/s, 3.5 eV
Cation diffusion length, 600 K, 1 year: 1.1e-04 nm
Cation diffusion length, 1600 K, 10 h: 5.8e+03 nm
all tests passed
```
